# Film Modulus and Expansion from Stress–Temperature Slopes on Two Substrates, part 1

(Sections cited here and not found follow in the second part.)

## 1. From two slopes to two film constants

A film on substrate A changes its stress by $-1.80$ MPa for each kelvin of heating. A film with biaxial modulus 200 GPa and expansion coefficient $12\times10^{-6}\ \mathrm{K^{-1}}$ does this, and so does a film with 300 GPa and $9\times10^{-6}\ \mathrm{K^{-1}}$. On substrate B the two films differ: the first has a slope of $-0.80$ MPa/K, the second $-0.30$ MPa/K. Why does one substrate fail to distinguish the films, and why is a second one enough?

These numbers belong to a model with round parameters. Substrates A and B expand by $3\times10^{-6}$ and $8\times10^{-6}$ per kelvin.

### Setting and assumptions

Tensile stress and extension are positive. The film lies in the $xy$ plane, and $z$ points out of its free surface. The subscript $s$ denotes a substrate, $f$ the film, and $i=A,B$ a particular substrate. All strains are small. The assumptions are as follows.

1. The film and both substrates are isotropic in the plane. Stress and strain are considered away from the edges, where they do not vary along the plane.
2. The film stays bonded. It does not slip, crack, yield, creep or change phase in the temperature range used.
3. The film is so thin that it does not noticeably strain the substrate. Section 2 calculates the error this makes.
4. The film has the same biaxial modulus $M$ and the same expansion coefficient $\alpha_f$ on both substrates.
5. $M$ does not depend on temperature in the range used. Section 2 removes this restriction.
6. The substrate expansions $\alpha_A$ and $\alpha_B$ are known and different, and both slopes refer to the same temperature range.

The fourth assumption concerns the film as it was actually grown. Two films of the same composition can differ in crystal orientation or porosity, and then they need not have the same constants.

### Lemma 1: the biaxial modulus

**Lemma 1.** Let an isotropic film with Young modulus $E$ and Poisson ratio $\nu$ have equal elastic strains $\varepsilon$ along $x$ and $y$, no in-plane shear, and a free upper surface. Its in-plane stress is then the same in all directions and equals
$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}. \tag{1}$$

**Proof.** Force balance along $z$ reads
$$\frac{\partial\sigma_{xz}}{\partial x}+\frac{\partial\sigma_{yz}}{\partial y}+\frac{\partial\sigma_{zz}}{\partial z}=0 .$$
Nothing varies along the plane, so the first two terms vanish and $\sigma_{zz}$ does not depend on $z$. It is zero at the free surface, and therefore throughout the film. Hooke's law for the two in-plane directions becomes
$$E\varepsilon_{xx}=\sigma_{xx}-\nu\sigma_{yy},\qquad E\varepsilon_{yy}=\sigma_{yy}-\nu\sigma_{xx}.$$
Subtracting the second equation from the first gives
$$E(\varepsilon_{xx}-\varepsilon_{yy})=(1+\nu)(\sigma_{xx}-\sigma_{yy}).$$
The left side is zero because the two strains are equal. A stable isotropic solid has $-1<\nu<\tfrac12$, so $1+\nu$ is positive and $\sigma_{xx}=\sigma_{yy}=\sigma$. Either form of Hooke's law then reads $E\varepsilon=(1-\nu)\sigma$, which is equation (1). $\square$

The modulus $M$ is larger than $E$ when $\nu>0$. Tension along $y$ tries to shorten the film along $x$, so more stress is needed to hold a given strain in both directions. The example has $E=150$ GPa and $\nu=0.25$, hence $M=150/0.75=200$ GPa.

A film that is isotropic in the plane but different along $z$ obeys the same law $\sigma=M\varepsilon$. Its in-plane compliances $S_{11}$ and $S_{12}$ give $\varepsilon=S_{11}\sigma+S_{12}\sigma$, so that $M=1/(S_{11}+S_{12})$. What follows uses $M$ alone and holds for such films too. For the same reason, the slopes cannot separate $E$ from $\nu$.

### Lemma 2: the strain imposed by the substrate

**Lemma 2.** Let the film have elastic strain $\varepsilon_g$ at the deposition temperature $T_d$, and let the expansion coefficients be constant. At temperature $T$ its elastic strain is
$$\varepsilon(T)=\varepsilon_g+(\alpha_s-\alpha_f)(T-T_d). \tag{2}$$

**Proof.** Between $T_d$ and $T$ the thick substrate extends by the strain $\alpha_s(T-T_d)$. The bonded film must undergo the same total extension. A free film would extend by $\alpha_f(T-T_d)$, and the rest of the imposed extension is elastic:
$$\varepsilon(T)-\varepsilon_g=\alpha_s(T-T_d)-\alpha_f(T-T_d).$$
Collecting the terms in $T-T_d$ gives equation (2). $\square$

The sign follows from this balance. If the film expands more than the substrate, then $\alpha_s-\alpha_f<0$. On heating, the film is held shorter than it would like to be, and its stress moves towards compression. It may still be in tension, because $\varepsilon_g$ can be positive. A negative slope describes the change of stress and not its sign.

### The theorem

**Theorem.** Under assumptions 1 to 6, the slopes $s_i=d\sigma_i/dT$ satisfy
$$s_i=M(\alpha_i-\alpha_f), \tag{3}$$
and the two slopes determine both film constants uniquely:
$$M=\frac{s_A-s_B}{\alpha_A-\alpha_B}, \tag{4}$$
$$\alpha_f=\frac{s_A\alpha_B-s_B\alpha_A}{s_A-s_B}. \tag{5}$$

**Proof.** Insert equation (2) into equation (1):
$$\sigma_i(T)=M\varepsilon_{g,i}+M(\alpha_i-\alpha_f)(T-T_d).$$
The first term is constant, because $M$ is constant. Differentiation with respect to $T$ removes it and leaves equation (3). The growth strains may therefore differ between the two samples, and so may the deposition temperatures.

Written for both substrates, equation (3) reads
$$s_A=M\alpha_A-M\alpha_f,\qquad s_B=M\alpha_B-M\alpha_f .$$
The unknown product $M\alpha_f$ is the same in both lines. Subtraction removes it:
$$s_A-s_B=M(\alpha_A-\alpha_B).$$
Since $\alpha_A\neq\alpha_B$, division is allowed and gives equation (4). Since $M>0$, the equation also shows that $s_A\neq s_B$.

Equation (3) for substrate A, solved for the film expansion, is $\alpha_f=\alpha_A-s_A/M$. Substituting equation (4) and using a common denominator,
$$\alpha_f=\alpha_A-\frac{s_A(\alpha_A-\alpha_B)}{s_A-s_B}
=\frac{s_A\alpha_A-s_B\alpha_A-s_A\alpha_A+s_A\alpha_B}{s_A-s_B}.$$
The terms $s_A\alpha_A$ cancel, and equation (5) remains. Each step had one possible result, so the solution is unique. $\square$

If the expansion coefficients vary with temperature, the derivative of the elastic strain is $\alpha_s(T)-\alpha_f(T)$. Equations (3) to (5) then hold at each temperature. For the mean slope over a finite interval they hold with the mean coefficients over that interval.

### The example, and why one slope is not enough

For the film of the example, equation (3) gives
$$s_A=200\ \mathrm{GPa}\times(3-12)\times10^{-6}\ \mathrm{K^{-1}}=-1.80\ \mathrm{MPa/K},$$
$$s_B=200\ \mathrm{GPa}\times(8-12)\times10^{-6}\ \mathrm{K^{-1}}=-0.80\ \mathrm{MPa/K}.$$
In the other direction, the slopes return the modulus
$$M=\frac{-1.80-(-0.80)}{(3-8)\times10^{-6}}\ \mathrm{MPa}=2.00\times10^5\ \mathrm{MPa}=200\ \mathrm{GPa}$$
and the expansion
$$\alpha_f=\frac{(-1.80)(8)-(-0.80)(3)}{-1.80-(-0.80)}\times10^{-6}\ \mathrm{K^{-1}}=12\times10^{-6}\ \mathrm{K^{-1}}.$$

A single slope $s_A$ fixes only the product $M(\alpha_A-\alpha_f)$. Any positive $M$ fits it if the expansion is chosen as $\alpha_f=\alpha_A-s_A/M$. With $M=300$ GPa this choice is $(3+6)\times10^{-6}=9\times10^{-6}\ \mathrm{K^{-1}}$, the second film of the opening. It is stiffer, but its mismatch with A is smaller in the same ratio. On B its mismatch is $-1\times10^{-6}\ \mathrm{K^{-1}}$, and its slope is $-0.30$ MPa/K.

Equation (3) can also be read as a graph of $s$ against the substrate expansion. It is a straight line whose gradient is $M$ and whose zero lies at $\alpha_f$. One point does not fix a line; two points with different $\alpha_s$ do.

Two points always lie on a line, so the quality of the fit cannot reveal that the films differ. A zero or negative modulus shows that an assumption fails, provided that measurement error cannot account for it. A positive one does not prove that the films are alike. Suppose the film on B has modulus $M_B$ and the film on A has $M_A$, with equal expansions. Equation (4) then returns
$$\frac{M_A(\alpha_A-\alpha_f)-M_B(\alpha_B-\alpha_f)}{\alpha_A-\alpha_B}
=M_A+(M_A-M_B)\frac{\alpha_B-\alpha_f}{\alpha_A-\alpha_B},$$
where $\alpha_A-\alpha_f$ was written as $(\alpha_A-\alpha_B)+(\alpha_B-\alpha_f)$. In the example the last fraction is $(-4)/(-5)=0.8$. With this value the result lies outside the range of the two moduli: above both if $M_A>M_B$, and below both if $M_A<M_B$. If the film expansion lay between those of the substrates, the fraction would be between $-1$ and 0, and the result would lie between the two moduli.

A third substrate can expose such a difference. For a substrate C with expansion $15\times10^{-6}\ \mathrm{K^{-1}}$, the line predicts $200\ \mathrm{GPa}\times3\times10^{-6}\ \mathrm{K^{-1}}=+0.60$ MPa/K. The sign is reversed because C expands more than the film. This prediction has an uncertainty of its own, because the line is extrapolated from two measured slopes: it equals $2.4\,s_B-1.4\,s_A$. If all three slopes have independent standard uncertainties of 0.020 MPa/K and the substrate expansions are exact, the difference between the measured and the predicted slope has a standard uncertainty of $0.020\sqrt{1+2.4^2+1.4^2}=0.059$ MPa/K. A difference well beyond this combined uncertainty is evidence that at least one assumption fails. A slope on the line agrees with the assumptions but does not prove them.

### How measurement errors enter

Let the slopes have small errors $ds_i$ and the substrate expansions small errors $d\alpha_i$. The differential of equation (3) is
$$ds_i=(\alpha_i-\alpha_f)\,dM+M(d\alpha_i-d\alpha_f).$$
Define $r_i=ds_i-M\,d\alpha_i$, and replace $\alpha_i-\alpha_f$ by $s_i/M$:
$$r_i=\frac{s_i}{M}\,dM-M\,d\alpha_f. \tag{6}$$
Subtract the equation for B from that for A. The terms in $d\alpha_f$ cancel, and $(s_A-s_B)/M=\alpha_A-\alpha_B$, so
$$dM=\frac{r_A-r_B}{\alpha_A-\alpha_B}. \tag{7}$$
To remove $dM$ instead, multiply the equation for A by $s_B$ and that for B by $s_A$, and subtract. This gives $s_Br_A-s_Ar_B=M(s_A-s_B)\,d\alpha_f$, or
$$d\alpha_f=\frac{s_Br_A-s_Ar_B}{M(s_A-s_B)}. \tag{8}$$

For independent slope errors with the same standard uncertainty $u_s$, the squares of the coefficients add:
$$u(M)=\frac{\sqrt2\,u_s}{|\alpha_A-\alpha_B|},\qquad
u(\alpha_f)=\frac{u_s\sqrt{s_A^2+s_B^2}}{M|s_A-s_B|}. \tag{9}$$
Independent errors $u_a$ of the substrate expansions enter through $r_i=-M\,d\alpha_i$. Their effect follows from equation (9) on replacing $u_s$ by $Mu_a$.

With $u_s=0.020$ MPa/K, the example has $u(M)=\sqrt2\times0.020/(5\times10^{-6})$ MPa, which is 5.7 GPa. Since $\sqrt{1.80^2+0.80^2}=1.97$, the expansion has an uncertainty of $0.20\times10^{-6}\ \mathrm{K^{-1}}$. Uncertainties of $0.05\times10^{-6}\ \mathrm{K^{-1}}$ in the two substrate expansions together contribute a further 2.8 GPa and $0.10\times10^{-6}\ \mathrm{K^{-1}}$. If all four errors are independent, the contributions add in quadrature to 6.3 GPa and $0.22\times10^{-6}\ \mathrm{K^{-1}}$.

A wide separation of the substrate expansions improves $M$. For $\alpha_f$ it also matters where the film expansion lies relative to them. From $(s_A+s_B)^2\ge0$ follows $(s_A-s_B)^2\le2(s_A^2+s_B^2)$, so the slope contribution obeys $u(\alpha_f)\ge u_s/(\sqrt2M)$. Equality holds for $s_B=-s_A$, when the film expansion lies midway between those of the substrates.

A common error in both substrate expansions acts differently. It leaves $\alpha_A-\alpha_B$ and hence $M$ unchanged, while $\alpha_f=\alpha_A-s_A/M$ shifts by the full common error. A calibration error that adds the same amount to both substrate expansions therefore passes straight into the film expansion. A calibration error that multiplies both by a common factor acts on both constants: by equations (4) and (5), $M$ is divided by that factor and $\alpha_f$ is multiplied by it.

## 2. Finite thickness and a temperature-dependent modulus

The film has biaxial modulus $M$ and expansion $\alpha_f$; substrate $i$ has expansion $\alpha_i$. Tension is positive. For a very thin film with constant $M$, Section 1 gave the slopes $s_i=M(\alpha_i-\alpha_f)$ and their inversion
$$M=\frac{s_A-s_B}{\alpha_A-\alpha_B},\qquad \alpha_f=\frac{s_A\alpha_B-s_B\alpha_A}{s_A-s_B}.$$
Small slope errors $ds_i$, with the substrate expansions held fixed, change the results by
$$dM=\frac{ds_A-ds_B}{\alpha_A-\alpha_B},\qquad d\alpha_f=\frac{s_B\,ds_A-s_A\,ds_B}{M(s_A-s_B)}. \tag{10}$$
The example has $M=200$ GPa, $\alpha_f=12\times10^{-6}\ \mathrm{K^{-1}}$, substrate expansions of 3 and $8\times10^{-6}\ \mathrm{K^{-1}}$, and slopes of $-1.80$ and $-0.80$ MPa/K.

Film stress can be found from the curvature of the substrate. Curvature exists because the film does strain the substrate, which the thin-film limit neglects. The next lemma keeps that strain.

For a very thin elastic film with constant modulus and the same properties on both substrates, two slopes determine $M$ and $\alpha_f$ uniquely, and the effect of measurement errors on both is known. It remains to treat the finite film thickness, a modulus that changes with temperature, and the limits of the elastic interpretation.
